# Threshold Voltage of a MOS Capacitor in the Depletion Approximation, part 2

A metal gate and an oxide of thickness $t_{ox}$, permittivity $\varepsilon_{ox}$ and capacitance per area $C_{ox}=\varepsilon_{ox}/t_{ox}$ lie on a p-type semiconductor with uniform acceptor density $N_A$ and permittivity $\varepsilon_s$. The coordinate $x$ runs from the interface into the semiconductor. The potential $\psi$ is zero in the bulk and $\psi_s$ at the surface; the field is $E=-d\psi/dx$, with surface value $E_s$. Charges are per unit area, and $q>0$.

With $\theta=kT/q$, the electron and hole densities are $n=n_0e^{\psi/\theta}$ and $p=p_0e^{-\psi/\theta}$, where $n_0p_0=n_i^2$ and $p_0-n_0=N_A$. Subscript 0 means bulk, $s$ surface. Threshold is defined by $n_s=N_A$, which for $N_A\gg n_i$ means $\psi_s=2\phi_F$, with $\phi_F=\theta\ln(N_A/n_i)$.

For gate voltage $V_G$, semiconductor charge $Q_s$, work-function difference $\phi_{ms}$ (in volts) and fixed interface charge $Q_f$,

$$V_G=V_{FB}+\psi_s-\frac{Q_s}{C_{ox}},\qquad V_{FB}=\phi_{ms}-\frac{Q_f}{C_{ox}}.$$

The depletion approximation, the "block of charge", assumes no holes or electrons over a width $W$:

$$W=\sqrt{\frac{2\varepsilon_s\psi_s}{qN_A}},\qquad |Q_s|=qN_AW=\sqrt{2\varepsilon_sqN_A\psi_s},$$

$$V_T=V_{FB}+2\phi_F+\frac{\sqrt{4\varepsilon_sqN_A\phi_F}}{C_{ox}} .$$

It has two faults: holes do not stop abruptly at $x=W$, and electrons are already present at threshold. Keeping all charges in Poisson's equation gives the first integral

$$\frac{\varepsilon_sE_s^2}{2}=qN_A\psi_s+kT\left[(n_s+p_s)-(n_0+p_0)\right],$$

with $|Q_s|=\varepsilon_sE_s$ for $\psi_s>0$. The bracket times $kT$ is the carrier pressure difference.

Example: $T=300$ K, $\theta=0.02585$ V, $n_i=10^{10}$ cm$^{-3}$, $N_A=10^{17}$ cm$^{-3}$, relative permittivities 12 (semiconductor) and 4 (oxide), $t_{ox}=10$ nm, $C_{ox}=3.542\times10^{-7}$ F/cm$^2$, $\phi_{ms}=-1$ V, $5\times10^{10}$ positive elementary interface charges per cm$^2$ (shift $-0.0226$ V), $V_{FB}=-1.0226$ V, $2\phi_F=0.8334$ V. At threshold $W=105.1$ nm, $qN_AW=1.684\times10^{-7}$ C/cm$^2$, $qN_AW/C_{ox}=0.4756$ V, $V_T=0.2864$ V and $V_T-V_{FB}=1.3090$ V.

### The hole tail alone

Next take a surface that is well depleted but still below threshold, so that $\psi_s\gg\theta$ while $n_s\ll N_A$. Then $n_s$, $p_s$ and $n_0$ are negligible beside $p_0\approx N_A$, and the pressure difference is $-kTN_A=-qN_A\theta$. The balance becomes

$$\frac{\varepsilon_sE_s^2}{2}=qN_A(\psi_s-\theta),\qquad
|Q_s|=\sqrt{2\varepsilon_sqN_A(\psi_s-\theta)} .$$

The holes reaching into the depleted layer cancel part of the acceptor charge, so the true charge is smaller than that of the block. For $\psi_s\gg\theta$, expanding the square root shows that the charge is lowered by the relative amount $\theta/(2\psi_s)$.

If this correction were applied at threshold and the electrons were still ignored, the predicted threshold of the example would fall by about

$$0.4756\ \text{V}\times\frac{0.02585}{2(0.8334)}=0.0074\ \text{V}.$$

### Both corrections at threshold

At threshold the electrons cannot be ignored. Take first the symmetric condition $n_s=p_0$. Since $n_sp_s=n_0p_0$, it follows that $p_s=n_0$: the surface has the two bulk densities with their roles exchanged. Therefore

$$n_s+p_s=p_0+n_0 ,$$

and the pressure difference is zero. What remains is

$$\frac{\varepsilon_sE_s^2}{2}=qN_A\psi_s
\quad\Longrightarrow\quad
|Q_s|=\sqrt{2\varepsilon_sqN_A\psi_s}.$$

This is the depletion formula, obtained without assuming a block of charge. Within this model, with uniform ionized doping and Boltzmann carriers in equilibrium, the identity is exact at $n_s=p_0$. The threshold definition uses $n_s=N_A$ instead. The two densities differ by the relative amount $n_i^2/N_A^2$, which is $10^{-14}$ in the example.

The two faults of the block therefore cancel in the total charge at threshold. The hole tail removes negative charge, and the surface electrons put the same amount back. The charge is still distributed differently from the block.

The full equation was also solved numerically, with the oxide and the fixed sheet included, to find the gate voltage at which $n_s=N_A$. Four combinations of doping and oxide thickness were tested, with $\phi_{ms}$ held at $-1$ V. In each case the solution and the formula had to agree within 0.3 mV, and the values printed in the numerical output agree to 0.1 mV. In the main example the ratio of total charge to $qN_AW$ is 1.00000.

Two of the other cases show how the terms scale. For $N_A=10^{15}$ cm$^{-3}$ and the same oxide, $2\phi_F=2(0.02585)\ln(10^5)\ \text{V}=0.595$ V. The depletion charge is proportional to $\sqrt{N_A\,2\phi_F}$, so its voltage is

$$0.4756\sqrt{\frac{1}{100}\,\frac{0.595}{0.8334}}\ \text{V}=0.040\ \text{V}.$$

With one more digit kept in the last two terms, the sum is $-1.0226+0.5953+0.0402=-0.387$ V, as in the output. The negative value means that the surface is already inverted at zero gate voltage.

For $N_A=10^{18}$ cm$^{-3}$ and a 5 nm oxide, $2\phi_F=0.952$ V. The capacitance is doubled, so the fixed-charge shift is halved to $-0.0113$ V, and the depletion term is

$$\frac{0.4756}{2}\sqrt{10\,\frac{0.952}{0.8334}}\ \text{V}=0.804\ \text{V}.$$

The threshold is then $-1.0113+0.952+0.804=0.745$ V. Lowering the doping reduces the depletion term by a larger factor than $2\phi_F$, because $\phi_F$ depends on $N_A$ only through a logarithm. In a real device $\phi_{ms}$ would also change, since the semiconductor work function depends on the position of its Fermi level.

### How many electrons are present at threshold

A surface density equal to $N_A$ may sound like a large electron charge, but the electrons occupy a thin layer. As a first estimate, treat the field near the surface as constant. Then $\psi\approx\psi_s-E_sx$ and $n\approx N_Ae^{-E_sx/\theta}$, so the magnitude of the electron charge per area is

$$Q_n\approx qN_A\int_0^\infty e^{-E_sx/\theta}dx=qN_A\frac{\theta}{E_s}.$$

At threshold $E_s=qN_AW/\varepsilon_s=2\psi_s/W$. Hence

$$\frac{Q_n}{qN_AW}\approx\frac{\theta}{2\psi_s}=\frac{\theta}{4\phi_F}.$$

This equals the fraction removed by the hole tail, as the cancellation requires at this order. In the example it is $0.02585/1.667=1.55\%$.

The full solution gives 1.59%. The small excess arises because the field falls inside the electron layer, and it can be calculated. Let $r=n/N_A=e^{(\psi-\psi_s)/\theta}$. Since $dx=-d\psi/E$ and $d\psi=\theta\,dr/r$,

$$Q_n=qN_A\theta\int_0^1\frac{dr}{E}.$$

Holes are negligible in this layer. Applying the first integral at a point inside the layer, with $\psi=\psi_s+\theta\ln r$, gives

$$\frac{\varepsilon_sE^2}{2}=qN_A(\psi+\theta r-\theta),\qquad
\frac{E^2}{E_s^2}=1-\frac{\theta}{\psi_s}(1-r-\ln r).$$

For $\theta\ll\psi_s$, to first order,

$$\frac1E\approx\frac1{E_s}\left[1+\frac{\theta}{2\psi_s}(1-r-\ln r)\right].$$

The integrals of $1-r$ and $-\ln r$ from 0 to 1 are $\tfrac12$ and 1, so

$$\frac{Q_n}{qN_AW}\approx\frac{\theta}{2\psi_s}\left(1+\frac{3\theta}{4\psi_s}\right).$$

The bracket is 1.023, which raises 1.55% to 1.59%.

### Below threshold

The cancellation belongs to threshold and does not extend to lower gate voltages. A point 0.3 V below $V_T$ shows this. There $V_G-V_{FB}=1.3090-0.3=1.0090$ V. With $\gamma=\sqrt{2\varepsilon_sqN_A}/C_{ox}$, the worked example gives

$$\gamma=\frac{0.4756}{\sqrt{0.8334}}\ \text{V}^{1/2}=0.521\ \text{V}^{1/2}.$$

Using the charge with the hole tail, the voltage balance is

$$V_G-V_{FB}=\psi_s+\gamma\sqrt{\psi_s-\theta}.$$

Let $s=\sqrt{\psi_s-\theta}$. Then $s^2+\gamma s=1.0090-0.0259=0.9831$ in volts, and the positive root is

$$s=-0.2605+\sqrt{0.0679+0.9831}=0.765\ \text{V}^{1/2}.$$

This gives $\psi_s=s^2+\theta=0.611$ V, lower than at threshold by 0.223 V. The surface electron density falls by the factor $e^{-0.223/0.02585}\approx1.8\times10^{-4}$. The surface field is also weaker, by the ratio $0.765/\sqrt{0.8334}=0.838$, which makes the electron layer thicker. The electron charge should therefore fall by the factor

$$\frac{1.8\times10^{-4}}{0.838}\approx2.1\times10^{-4}.$$

The full solution gives $5.78\times10^{-13}/2.68\times10^{-9}=2.2\times10^{-4}$.

The plain block of charge does worse. Its surface potential follows from $\sqrt{\psi_s}=-0.2605+\sqrt{0.0679+1.0090}=0.777$ V$^{1/2}$, so $\psi_s=0.604$ V. The difference of about 7 mV from the previous value enters an exponential, and the predicted electron charge is about a quarter too small. An error that is minor in a voltage can matter in a carrier density.

### Above threshold

When the gate voltage rises further, electrons screen the added field. For $\psi_s$ above $2\phi_F$ the surface density is $n_s=N_Ae^{(\psi_s-2\phi_F)/\theta}$, and the first integral gives

$$|Q_s|^2=2\varepsilon_sqN_A\left[\psi_s-\theta+\theta e^{(\psi_s-2\phi_F)/\theta}\right].$$

Once the exponential dominates, a large increase in charge requires a small increase in $\psi_s$. At 1 V above threshold the full solution has $\psi_s=0.9726$ V, a rise of 0.139 V. The surface electron density is then about $2\times10^{19}$ cm$^{-3}$. In silicon this is comparable with the effective density of states of the conduction band, so Boltzmann statistics are only approximate there. Fermi-Dirac statistics alone would raise the surface potential by about 3 mV. Quantum confinement matters much more at this surface field of about $4.5\times10^{5}$ V/cm: for a silicon (100) surface, in the effective-mass picture with a hard wall at the oxide, the surface potential is about 60 mV higher than the value above. The figures below are those of the Boltzmann model.

The added gate voltage can be divided into its uses. Multiplied by $C_{ox}$, 1 V corresponds to $3.54\times10^{-7}$ C/cm$^2$. The rise in surface potential takes

$$(3.54\times10^{-7})(0.139)=0.49\times10^{-7}\ \text{C/cm}^2$$

of this, which never becomes semiconductor charge. The electron charge grows from $0.03\times10^{-7}$ to $2.97\times10^{-7}$ C/cm$^2$, an increase of $2.94\times10^{-7}$. The remaining $0.11\times10^{-7}$ C/cm$^2$ is added acceptor charge as the depleted layer widens.

The simple estimate $Q_n\approx C_{ox}(V_G-V_T)$ assumes that the surface potential and the depletion charge stop at their threshold values, and it neglects the electrons already present at $V_T$. At this point it gives $3.54\times10^{-7}$ C/cm$^2$, which is 19% above the full value. It is better for increments further up: between 1 V and 1.5 V above threshold, 96% of $C_{ox}\,\Delta V_G$ appears as electron charge. At 1.5 V above threshold the surface density of this model, about $4\times10^{19}$ cm$^{-3}$, exceeds the effective density of states of silicon. With quantum confinement included, the 19% becomes about 30% and the 96% about 92 to 93%.

### The slope at threshold

The depletion formula gives the right charge at threshold but not the right rate of change. Differentiating the first integral with respect to $\psi_s$ gives $\varepsilon_sE_s\,dE_s/d\psi_s=q(N_A+n_s-p_s)$. Since $|Q_s|=\varepsilon_sE_s$,

$$\frac{d|Q_s|}{d\psi_s}=\frac{q(N_A+n_s-p_s)}{E_s}.$$

At threshold $n_s=N_A$ and $p_s$ is negligible, so this semiconductor capacitance is $2qN_A/E_s=2\varepsilon_s/W$. The block of charge gives $\varepsilon_s/W$, half as much. The two curves of charge against surface potential cross at threshold with different slopes.

This affects how strongly $V_T$ depends on its definition. For a small shift $\delta$ in the surface potential chosen as threshold, the gate voltage shifts by

$$\left(1+\frac{2\varepsilon_s}{WC_{ox}}\right)\delta .$$

In the example $\varepsilon_s/W=1.01\times10^{-7}$ F/cm$^2$, and the bracket is 1.57. Moving the criterion by 10 mV moves the threshold by about 16 mV. A threshold read from a measured current by some other rule need not agree with $V_T$ to a few millivolts.

### Where the formula fails

The cancellation removes the error of the block of charge at threshold. It does not repair the other assumptions.

- Doping that varies with depth changes the charge for a given bending. Poisson's equation must then be integrated with the actual profile. If the semiconductor is thinner than $W$, there is no neutral, field-free bulk, and the boundary conditions used here fail.
- Some acceptors may remain neutral in the bulk, as happens in silicon at room temperature. The bulk hole density is then below $N_A$ and the bulk electron density is higher, so less bending is needed to reach $n_s=N_A$. In a simple model of boron as a single level 45 meV above the valence band, several per cent of the acceptors are neutral already at $10^{17}$ cm$^{-3}$, which lowers $V_T$ of the example by a few millivolts. The effect is larger near $10^{18}$ cm$^{-3}$.
- Interface traps hold a charge that depends on $\psi_s$. Their charge at $\psi_s=2\phi_F$ must be used in the threshold balance, and it generally differs from their charge at flat band.
- A gate that is itself a semiconductor can deplete, which adds a voltage drop that the balance does not contain.
- Quantum confinement keeps electrons away from the interface and raises their lowest energy, so more bending is needed for the same electron charge. In silicon, at the doping of the main example, the extra bending is roughly tens of millivolts, far more than the numerical differences found above.
- If the gate voltage changes faster than electrons can be supplied, the surface is not in equilibrium. The depleted layer then continues to widen beyond its threshold width.
- A bias between an electron-supplying contact and the bulk gives electrons and holes different Fermi levels, and threshold no longer occurs at $\psi_s=2\phi_F$.

Within its conditions the formula also describes a basic effect of device ageing. If charge $\Delta Q_f$ builds up at the interface and nothing else changes, then

$$\Delta V_T=-\frac{\Delta Q_f}{C_{ox}}=-\frac{t_{ox}}{\varepsilon_{ox}}\Delta Q_f .$$

Positive charge lowers the threshold of this device, whose semiconductor is p-type, and for the same added charge the shift is proportional to the oxide thickness. In the example, another $5\times10^{10}$ positive elementary charges per cm$^2$ would lower $V_T$ by a further 23 mV.

## Values computed for the example and the checks

```
temperature: 300 K
thermal voltage kT/q: 0.02585 V
intrinsic density n_i: 1.0e+10 cm^-3
acceptor density N_A: 1.0e+17 cm^-3
relative permittivity, semiconductor: 12.0
relative permittivity, oxide: 4.0
oxide thickness: 10.0 nm
work-function difference phi_ms: -1.000 V
fixed interface charges: 5.0e+10 cm^-2
oxide capacitance C_ox: 3.5417e-07 F/cm^2
fixed-charge shift -Q_f/C_ox: -0.0226 V
flat-band voltage V_FB: -1.0226 V
bulk Fermi potential phi_F: 0.4167 V
surface potential 2 phi_F: 0.8334 V
depletion width W: 105.13 nm
depletion charge magnitude: 1.6844e-07 C/cm^2
depletion charge / C_ox: 0.4756 V
threshold voltage V_T, formula: 0.2864 V
full Poisson-Boltzmann threshold against formula:
  N_A 1e+17 cm^-3, oxide 10 nm: full 0.2864 V, formula 0.2864 V
  N_A 1e+15 cm^-3, oxide 10 nm: full -0.3872 V, formula -0.3872 V
  N_A 1e+16 cm^-3, oxide 20 nm: full -0.0524 V, formula -0.0524 V
  N_A 1e+18 cm^-3, oxide 5 nm: full 0.7450 V, formula 0.7450 V
full solution, main example:
  surface potential at V_T: 0.8334 V
  total charge at V_T / (q N_A W): 1.00000
  electron charge at V_T: 2.677e-09 C/cm^2
  electron charge at V_T / (q N_A W): 1.59 %
  electron charge at V_T - 0.3 V: 5.776e-13 C/cm^2
  electron charge at V_T + 1 V: 2.969e-07 C/cm^2
  C_ox (V_G - V_T) at V_T + 1 V: 3.542e-07 C/cm^2
  surface potential at V_T + 1 V: 0.9726 V
  electron share of added gate charge per C_ox dV_G, V_T + 1 to + 1.5 V: 0.961
```
